# Why deep impurity levels saturate at the vacancy level

Put an impurity on one site of a tetrahedrally bonded crystal. Symmetry and dimensions already restrict how its bound levels can depend on its strength.

The host is described by one $s$ and three $p$ orbitals per atom. Twofold rotations about the $x$, $y$ and $z$ axes through the impurity site leave the crystal unchanged. The rotation about $x$ reverses $p_y$ and $p_z$ but keeps $s$ and $p_x$. It therefore forbids any on-site matrix element of a symmetric operator between $s$ and $p_y$, $s$ and $p_z$, $p_x$ and $p_y$, or $p_x$ and $p_z$. The other two rotations remove the remaining off-diagonal elements, and the threefold rotations make the three $p$ elements equal. An on-site operator thus reduces to two numbers: one for $s$ (symmetry $A_1$) and one for $p$ (symmetry $T_2$).

For each symmetry the impurity supplies an energy $V_\alpha$. The host responds on that site through its Green function $G_\alpha(E)$, an inverse energy. If these two quantities fix the level, they can enter only through the pure number $V_\alpha G_\alpha(E)$, which must take some fixed value. When $V_\alpha$ grows without limit, $G_\alpha$ must then go to zero. The limiting energy belongs to the host, whatever the impurity. The model must show that the two quantities do suffice, what the fixed value is, and why the zero is a vacancy level.

## The level condition

Let $H$ be the one-electron Hamiltonian of the perfect host, in a real orthonormal basis and without spin-orbit coupling. Its gap runs from the valence top $E_v$ to the conduction bottom $E_c$. In the Hjalmarson model the impurity changes only the on-site energies of its own atom,

$$V=\sum_\alpha |\alpha\rangle V_\alpha\langle\alpha|,\qquad V_{p_x}=V_{p_y}=V_{p_z}=V_p ,$$

where $\alpha$ runs over the four orbitals of the site. In applications $V_\alpha$ is taken proportional to the difference between the orbital energies of the impurity atom and the host atom it replaces. Hoppings and neighbours stay as they were.

A bound state obeys $(E-H)\psi=V\psi$. For $E$ in the gap, $E-H$ has an inverse, so

$$\psi=(E-H)^{-1}V\psi .$$

Take the component $c_\alpha=\langle\alpha|\psi\rangle$. Since the on-site block of the inverse is diagonal,

$$c_\alpha=G_\alpha(E)V_\alpha c_\alpha,\qquad G_\alpha(E)=\langle\alpha|(E-H)^{-1}|\alpha\rangle .$$

The products $V_\alpha c_\alpha$ cannot all vanish, because then $V\psi=0$ and hence $\psi=0$. For at least one orbital, therefore,

$$G_\alpha(E)=\frac1{V_\alpha}. \tag{1}$$

Conversely, if (1) holds, $\psi=(E-H)^{-1}|\alpha\rangle$ is a solution: $(E-H)\psi=|\alpha\rangle$, while $V\psi=|\alpha\rangle V_\alpha G_\alpha=|\alpha\rangle$. The fixed number is one. An $A_1$ level is single and a $T_2$ level threefold, apart from spin.

## Why there is a zero to approach

Expand $G_\alpha$ in host eigenstates $|n\rangle$ of energy $E_n$:

$$G_\alpha(E)=\sum_n\frac{|\langle\alpha|n\rangle|^2}{E-E_n}. \tag{2}$$

In an infinite crystal the sum becomes an integral. In the gap, valence states give positive terms and conduction states negative ones. A zero is an energy at which the two groups balance. Differentiation gives

$$G_\alpha'(E)=-\sum_n\frac{|\langle\alpha|n\rangle|^2}{(E-E_n)^2}<0 .$$

A falling function takes each value at most once, so each symmetry has at most one zero $E_\alpha$ in the gap, and at most one level for a given $V_\alpha$. The zero exists when

$$G_\alpha(E_v)>0>G_\alpha(E_c), \tag{3}$$

with edge values understood as limits from inside the gap.

Condition (3) is needed for saturation inside the gap. If $G_\alpha$ were positive throughout, a repulsive impurity could bind a level, but that level would rise with $V_\alpha$ and leave through the conduction edge at the finite strength $1/G_\alpha(E_c)$. If $G_\alpha$ were negative throughout, an attractive impurity would pull its level down and out through the valence edge.

When (3) holds, the approach follows from expanding (1) about the zero. To first order $1/V_\alpha=G_\alpha'(E_\alpha)(E-E_\alpha)$, and since the slope is negative,

$$E\simeq E_\alpha-\frac{1}{V_\alpha\,|G_\alpha'(E_\alpha)|}. \tag{4}$$

A repulsive impurity ($V_\alpha>0$) approaches the limit from below, an attractive one from above. The next term is of order $V_\alpha^{-2}$.

## Why the zero is the vacancy level

An ideal vacancy is the host with the four orbitals of one site deleted and everything else unchanged. Call its Hamiltonian $H_{\rm vac}$.

Suppose $G_\alpha(E)=0$ in the gap, and consider $\psi=(E-H)^{-1}|\alpha\rangle$, which is not zero. Its amplitude on $\alpha$ is $G_\alpha=0$, and its amplitudes on the other three site orbitals vanish by symmetry. It lives entirely on the remaining atoms. It satisfies $(E-H)\psi=|\alpha\rangle$, whose right side has no component on those atoms. Projected onto them, the equation reads

$$(E-H_{\rm vac})\psi=0 .$$

So $\psi$ is a bound state of the vacancy.

The converse also holds. Let $\varphi$ be a vacancy state with energy $E$ in the host gap, extended by zero onto the deleted site. In the full host, $(E-H)\varphi$ can be nonzero only on that site, so

$$(E-H)\varphi=\sum_\beta b_\beta|\beta\rangle,\qquad \varphi=\sum_\beta b_\beta(E-H)^{-1}|\beta\rangle .$$

The coefficients $b_\beta$ cannot all vanish, for then $\varphi$ would be a host eigenstate inside the gap. But $\varphi$ has no amplitude on the site, which requires $b_\beta G_\beta(E)=0$ for each $\beta$. At least one $G_\beta$ is therefore zero. Vacancy levels in the gap and zeros of the site Green functions are the same energies.

The physical reason is exclusion from the site. A very repulsive impurity expels the electron. A very attractive one captures a state in its own orbital, and any other state must be orthogonal to it. Either way a gap state loses its amplitude on the impurity, and its energy is set by the surrounding atoms.

The loss can be calculated. Normalize $\psi=N(E-H)^{-1}|\alpha\rangle$. The derivative of $(E-H)^{-1}$ is $-(E-H)^{-2}$, so $\langle\psi|\psi\rangle=N^2|G_\alpha'|$ and $N^2=1/|G_\alpha'|$. The amplitude on $\alpha$ is $NG_\alpha=N/V_\alpha$, and the weight there is

$$w_\alpha=\frac{1}{V_\alpha^2|G_\alpha'(E)|}. \tag{5}$$

Differentiating (1) with respect to $V_\alpha$ gives $G_\alpha'\,dE/dV_\alpha=-1/V_\alpha^2$, hence $dE/dV_\alpha=w_\alpha$. The level stops responding to the impurity because it has almost no weight there.

## The level that does not saturate

The state captured by an attractive impurity lies below the bands. To find it, separate the site from the rest. Let $\tau$ be the block of $H$ that takes amplitudes on the remaining atoms to the site, and $\varepsilon_\alpha$ the host on-site energy. With site amplitude $c$ and remaining amplitudes $\chi$, the impurity problem is

$$(E-\varepsilon-V)c=\tau\chi,\qquad (E-H_{\rm vac})\chi=\tau^\dagger c .$$

Away from the vacancy spectrum, solve the second equation for $\chi$ and insert it in the first. In each symmetry,

$$E=\varepsilon_\alpha+V_\alpha+\Delta_\alpha(E),\qquad \Delta_\alpha(E)=\langle\alpha|\tau(E-H_{\rm vac})^{-1}\tau^\dagger|\alpha\rangle. \tag{6}$$

Far from the bands $\Delta_\alpha\simeq\langle\alpha|\tau\tau^\dagger|\alpha\rangle/E$, which is small. One level therefore follows $\varepsilon_\alpha+V_\alpha$ without limit. For strong repulsion the corresponding level lies above the bands.

Solving instead for $c$ shows what the other electrons see:

$$\left[H_{\rm vac}+\tau^\dagger(E-\varepsilon-V)^{-1}\tau\right]\chi=E\chi .$$

At fixed $E$ the second term vanishes as $1/V$. This remains true if the impurity has different but finite hoppings to its neighbours. Such a change alters the rate of approach but not the limit.

## A crystal with numbers

Take a zincblende-type crystal with nearest-neighbour hopping. The on-site energies, $s$ then $p$, are $-0.30$ and $0.03$ Ha for the anion, and $-0.10$ and $0.13$ Ha for the cation. The hoppings are $ss\sigma=-0.07$, $sp\sigma=0.09$, $pp\sigma=0.11$ and $pp\pi=-0.03$ Ha; $sp\sigma$ refers to an $s$ orbital and a $p$ orbital whose positive lobe points away from it along the bond. These are model parameters, not those of a particular material. The gap runs from $-0.0033$ to $0.0973$ Ha, a width of 0.1007 Ha or 2.74 eV.

At the anion site, $G_s$ falls from 1.41 to $-1.25$ Ha$^{-1}$ across the gap, and $G_p$ from 7.05 to $-1.59$ Ha$^{-1}$. These edge values come from a $24^3$ mesh of $k$ points. Two of them converge slowly: on a $12^3$ mesh $-1.25$ becomes $-1.22$ and 7.05 becomes 6.94. They, and the thresholds derived from them below, are therefore uncertain by a few per cent. The signs are not in doubt, and both functions satisfy (3). Their zeros, which lie away from the edges and are well converged, are at

$$E_{A_1}=0.0733\ {\rm Ha},\qquad E_{T_2}=0.0739\ {\rm Ha},$$

or 2.09 and 2.10 eV above the valence top. Gap levels for equal potentials $V_s=V_p=V$ are as follows, all in hartree.

| $V$ | $A_1$ | $T_2$ |
|---:|---:|---:|
| 0.5 | none | 0.0381 |
| 1 | 0.0237 | 0.0557 |
| 5 | 0.0661 | 0.0704 |
| 20 | 0.0716 | 0.0730 |
| −20 | 0.0750 | 0.0748 |
| −5 | 0.0794 | 0.0774 |
| −1 | 0.0950 | 0.0898 |
| −0.5 | none | none |

The missing entries follow from the edge values. A repulsive $A_1$ level needs $1/V<1.41$ Ha$^{-1}$, so $V$ must exceed about $1/1.41=0.71$ Ha. An attractive one needs $|V|$ above about $1/1.25=0.80$ Ha. For $T_2$ the thresholds are about $1/7.05=0.14$ and $1/1.59=0.63$ Ha.

Equation (4) can be followed by hand. The $T_2$ slope at the zero is $-57.19$ Ha$^{-2}$, so at $V=20$ Ha the shift is

$$-\frac{1}{20\times57.19}=-0.00087\ {\rm Ha},$$

which gives $0.07392-0.00087=0.07305$ Ha, against 0.07304 Ha from (1). At $V=1$ Ha the first-order formula is poor for $A_1$: with slope $-30.09$ Ha$^{-2}$ it gives $0.0733-0.0332=0.0401$ Ha, while the level is at 0.0237 Ha. The curvature of $G_s$ can no longer be ignored.

The potentials of 5 and 20 Ha serve to display the limit. Orbital energies in this model differ by only tenths of a hartree, so substitutions with differences of that size would not reach the flat part of the curve. By the thresholds above, an anion-site potential below about 0.7 Ha in size binds no $A_1$ gap level at all. In this example saturation is a limiting law, and an ordinary impurity need not have attained it.

At $V=-2$ Ha the two kinds of level are clearly different. The $A_1$ gap level, at 0.0867 Ha, has weight 0.0053 on the impurity $s$ orbital. Changing $V$ by 0.1 Ha would move it by only about $0.0053\times0.1=0.0005$ Ha. The $A_1$ level below the bands, at $-2.322$ Ha, has weight 0.991. To check its energy with (6), note that an anion $s$ orbital couples to each of four cations through $ss\sigma$ and $sp\sigma$. Thus

$$\langle s|\tau\tau^\dagger|s\rangle=4(0.07^2+0.09^2)=0.052\ {\rm Ha}^2,$$

and $E\simeq-0.30-2-0.052/2.322=-2.322$ Ha.

Equation (1), the vacancy limit, the weight (5) and, for $T_2$ at $V=\pm50$ Ha, the rate (4) were checked by diagonalizing a 512-orbital periodic supercell, with potentials added to one site or its orbitals deleted. All 50 gap energies compared agreed to rounding error with the roots obtained from the Green function of that same supercell. Equation (6) was checked only by the estimate above.

## How far it is a dangling-bond energy

Each neighbour of the vacancy has a hybrid pointing towards the empty site, $h=\tfrac12 s+\tfrac{\sqrt3}{2}p$, with $p$ directed at the site. On one atom $s$ and $p$ are not coupled by $H$, so the energy of the hybrid is

$$\varepsilon_h=\tfrac14\varepsilon_s+\tfrac34\varepsilon_p .$$

For the cations around an anion vacancy this is $(-0.10+3\times0.13)/4=0.0725$ Ha, within 0.0015 Ha of both vacancy levels. That closeness might suggest that the vacancy level simply is the hybrid energy. The wave functions show otherwise: the four hybrids carry 0.627 of the $A_1$ state and 0.635 of the $T_2$ state. More than a third lies elsewhere.

To see how both facts can hold, form the normalized combination $D$ of the four hybrids with the symmetry of the state. The four hybrids supply one such combination for $A_1$ and one for each $T_2$ partner. The cations are not directly coupled to one another, so $D$ also has mean energy $\varepsilon_h$. Diagonalize $H_{\rm vac}$ in the space orthogonal to $D$, with states $q$ of energy $E_q$ and couplings $h_q=\langle q|H_{\rm vac}|D\rangle$. For a vacancy state with amplitude $a$ on $D$ and $b_q$ on $q$, the Schrödinger equation gives

$$(E-\varepsilon_h)a=\sum_q h_q^*b_q,\qquad (E-E_q)b_q=h_qa .$$

Eliminating $b_q$, for $a\ne0$ and $E$ different from every coupled $E_q$, and then normalizing, yields

$$E=\varepsilon_h+\sum_q\frac{|h_q|^2}{E-E_q},\qquad |a|^2=\left[1+\sum_q\frac{|h_q|^2}{(E-E_q)^2}\right]^{-1}. \tag{7}$$

States below $E$ push the level up and states above push it down. In the weight all contributions have the same sign. For $A_1$ the second sum is $1/0.627-1=0.59$, which is not small, while the net shift is only $0.0733-0.0725=0.0008$ Ha. The upward and downward pushes nearly cancel. Nothing in (7) requires them to.

The cation vacancy shows what happens without that cancellation. Its neighbours are anions, with hybrid energy $(-0.30+3\times0.03)/4=-0.0525$ Ha, inside the valence band. Yet the vacancy levels are in the gap, at 0.0037 Ha for $A_1$ and 0.0039 Ha for $T_2$. The net push is upward by about 0.056 Ha, or 1.5 eV. The saturation energy is thus a dangling-bond energy in the sense of the full vacancy problem, including the bonds behind the hybrids. The bare hybrid energy can miss it badly.

The $A_1$ and $T_2$ levels are also close together, 0.0006 Ha apart at the anion vacancy. Two cations next to the vacancy share no other anion: the difference between two bond vectors identifies the pair of bonds, so the removed atom was their one common neighbour. The shortest remaining path between them has four hops, through anion, cation and anion. To see what this implies, eliminate every state except the four hybrids, as in (7). What remains is an energy-dependent $4\times4$ matrix. Symmetry makes its diagonal elements all equal to $\varepsilon_h+\Sigma_0(E)$ and its off-diagonal elements all equal to $\Sigma_1(E)$. The $A_1$ combination, with four equal coefficients, obeys $E=\varepsilon_h+\Sigma_0+3\Sigma_1$. The $T_2$ combinations, whose coefficients sum to zero, obey $E=\varepsilon_h+\Sigma_0-\Sigma_1$. The splitting thus comes entirely from $\Sigma_1$, which needs a path from one cation to another and so begins at fourth order in the hoppings. This does not fix its size, which here is a numerical result. Direct hopping between second neighbours would generally couple the hybrids and change the splitting, so the near degeneracy is a result for this nearest-neighbour model and should not be carried over to real vacancies.

## Where the argument stops

The limit is set by $H_{\rm vac}$, so anything that alters the surrounding atoms can move it. Relaxation of the neighbours, a change in their on-site energies, and charging of the defect are all absent here. A real vacancy need not have its levels at the ideal values.

The potential must also be confined to the site. The Coulomb tail of a charged donor or acceptor extends over many cells and can bind shallow states near a band edge. Equation (1), with its short-range $V$, does not describe them.

Finally, an infinite potential must remove every site orbital of the symmetry in question. In the $sp^3$ basis each symmetry has its own orbitals, so an infinite $V_s$ alone already gives the $A_1$ vacancy level and an infinite $V_p$ alone the $T_2$ level. A larger basis needs more care. Suppose the basis has a second $s$-like orbital on each atom and the impurity potential acts on the first alone. The argument above then gives the level of a crystal missing that one orbital. The second orbital remains, and the $A_1$ limit is in general no longer that of a complete vacancy.

## Calculated quantities

```
Energies in hartree (Ha) unless marked; G in 1/Ha
anion on-site energies s, p: -0.30, 0.03 Ha
cation on-site energies s, p: -0.10, 0.13 Ha
hoppings ss-sigma, sp-sigma: -0.07, 0.09 Ha
hoppings pp-sigma, pp-pi: 0.11, -0.03 Ha
valence top -0.00333 Ha, conduction bottom 0.09732 Ha
gap 0.10065 Ha = 2.739 eV
k meshes: 24^3 (values), 12^3 (edge check)
G at valence top / conduction bottom, fine mesh [coarse mesh]:
  anion A1: 1.41 / -1.25 [1.41 / -1.22] 1/Ha
  anion T2: 7.05 / -1.59 [6.94 / -1.59] 1/Ha
  cation A1: 0.24 / -6.44 [0.24 / -6.38] 1/Ha
  cation T2: 0.77 / -4.62 [0.74 / -4.62] 1/Ha
Ideal-vacancy levels (zeros of G) in the gap:
  anion vacancy A1: 0.07332 Ha; above valence top 2.086 eV; mesh change 2.0e-09 Ha
  anion vacancy T2: 0.07392 Ha; above valence top 2.102 eV; mesh change 4.7e-10 Ha
  cation vacancy A1: 0.00368 Ha; above valence top 0.191 eV; mesh change 4.4e-07 Ha
  cation vacancy T2: 0.00386 Ha; above valence top 0.196 eV; mesh change 3.2e-07 Ha
bare cation hybrid energy: 0.07250 Ha
anion vacancy A1: share on 4 hybrids 0.627, dG/dE -30.09 1/Ha^2
anion vacancy T2: share on 4 hybrids 0.635, dG/dE -57.19 1/Ha^2
Anion-site gap levels: V (Ha), A1 (Ha), T2 (Ha)
     0.2  none in gap  0.00413
     0.5  none in gap  0.03814
     1.0  0.02369  0.05572
     2.0  0.05272  0.06493
     5.0  0.06607  0.07038
    20.0  0.07162  0.07304
   -20.0  0.07495  0.07479
    -5.0  0.07942  0.07736
    -2.0  0.08673  0.08231
    -1.0  0.09501  0.08981
    -0.5  none in gap  none in gap
    -0.2  none in gap  none in gap
Anion site at V = -2.0 Ha, energy and impurity-orbital weight:
  A1 gap: 0.08673 Ha, weight 0.00528
  A1 below bands: -2.32206 Ha, weight 0.99070
  T2 gap: 0.08231 Ha, weight 0.00399
  T2 below bands: -1.98453 Ha, weight 0.99281
supercell test: 512 orbitals, 50 gap energies compared
largest energy difference in that test: 1.2e-14 Ha
T2 shift at V = +-50 Ha over 1/V law: 0.99999
```
